# The 1/L Error of Many-Body Gaps in Periodic Supercells

## A crystal without hopping

Consider a rigid, neutral cubic crystal of $M$ primitive cells of side $a$, in a periodic supercell of side $L$ and volume $\Omega=L^3=Ma^3$. A carrier of charge $Q=\pm e$ can sit on one site $R$ of each cell and cannot hop. A uniform background of charge $-Q$ keeps the periodic energy finite, and potentials have zero mean.

The carrier's energy has two parts. Its energy $u$ in the potential of the neutral crystal does not depend on $L$, because that potential has the primitive period. The other part is its energy with its own images and the background. The only length in this part is $L$, so it has the form
$$E_{\rm im}=-\frac{CQ^2}{2L}.$$
Lemma 1 gives $C=2.8373$. Every position state $|R\rangle$ has the same energy $u+E_{\rm im}$, and so does the delocalized state
$$|k\rangle=M^{-1/2}\sum_R e^{ik\cdot R}|R\rangle .$$
The images move with the carrier, so delocalization does not remove $E_{\rm im}$. One added electron and one hole together lower the gap by $Ce^2/L$.

A functional of the mean density sees something else. In $|k\rangle$ each site carries the mean charge $Q/M$, and these charges form a lattice of spacing $a$. Apart from on-site terms, which are also of order $1/M$, their energy is
$$M\left[-\frac{C(Q/M)^2}{2a}\right]=-\frac{CQ^2}{2aM}=-\frac{CQ^2a^2}{2L^3}.$$
The $1/L$ term is absent. It remains to add hopping, exchange and screening.

## Statement

Gaussian units are used. The electron interaction in the supercell is
$$v(r)=\frac1\Omega\sum_{G\ne0}v_G\,e^{iG\cdot r},\qquad v_q=\frac{4\pi e^2}{q^2},$$
where $G$ runs over the reciprocal vectors of the supercell. Each electron also has the constant energy $v_M/2$ with its own images, where $v_M=-Ce^2/L$.

**Assumptions.**

1. The crystal is an insulator of cubic symmetry with clamped nuclei, and its electronic dielectric constant is $\epsilon$.
2. The added electron and the hole occupy Bloch states at band extrema, reached by suitable twists (phases in the boundary conditions). The charged states keep the translation symmetry.
3. At long wavelength a carrier acts as a charge $\mp e$ coupled linearly to the density fluctuations of the neutral crystal. Higher orders in this coupling are taken not to change the coefficient of $1/q^2$.

With twists $\theta_c$ and $\theta_v$ for the two edges, the gap is
$$\Delta(L)=[E_{\theta_c}(N+1)-E_{\theta_c}(N)]+[E_{\theta_v}(N-1)-E_{\theta_v}(N)].$$
For equal twists this is $E(N+1)+E(N-1)-2E(N)$.

**Theorem.** Under these assumptions
$$\boxed{\Delta(L)=\Delta(\infty)-\frac{\alpha}{\epsilon L}+O(L^{-3}),\qquad \alpha=Ce^2 .}$$
Symmetry-preserving Hartree–Fock theory has the same law with $\epsilon=1$. A semilocal density functional has no $1/L$ term for such Bloch carriers, and its gap tends to its own Kohn–Sham gap.

## Lemma 1: a sum with its origin missing

**Lemma 1.** For $w_s(q)=4\pi e^{-s^2q^2}/q^2$ with fixed $s\ll L$,
$$\frac1\Omega\sum_{G\ne0}w_s(G)-\int\!\frac{d^3q}{(2\pi)^3}w_s(q)=-\frac CL+\frac{4\pi s^2}{\Omega},$$
up to exponentially small terms.

**Proof.** Choose a second width $\sigma=L/6$ and write $w_s=w_\sigma+h$. The difference $h$ is smooth, with $h(0)=4\pi(\sigma^2-s^2)$. Its Fourier transform is $[\mathrm{erfc}(R/2\sigma)-\mathrm{erfc}(R/2s)]/R$. Poisson's formula turns the full sum $\Omega^{-1}\sum_G h(G)$ into a sum of this transform over the supercell translations $R$, and the term $R=0$ is the integral of $h$. Since $G=0$ is left out on the left side, $h(0)/\Omega$ must be subtracted. With $\int d^3q\,w_\sigma/(2\pi)^3=1/(\sqrt\pi\,\sigma)$, the left side becomes
$$-\frac{4\pi(\sigma^2-s^2)}{\Omega}+\sum_{R\ne0}\frac{\mathrm{erfc}(R/2\sigma)}{R}+\frac1\Omega\sum_{G\ne0}w_\sigma(G)-\frac{1}{\sqrt\pi\,\sigma}.$$
The dropped terms $\mathrm{erfc}(R/2s)$ are exponentially small. Now put $R=Ln$ and $G=2\pi n/L$, with $n$ an integer vector. Every term except $4\pi s^2/\Omega$ scales as $1/L$, and
$$C=\frac6{\sqrt\pi}+\frac\pi9-\sum_{n\ne0}\frac{\mathrm{erfc}(3|n|)}{|n|}-\frac1\pi\sum_{n\ne0}\frac{e^{-\pi^2n^2/9}}{n^2}=2.837297.\quad\square$$

As $s\to0$, the left side is the potential of the images and background at a unit charge. Half of it, times $Q^2$, is $E_{\rm im}$.

**Corollary.** If a summand behaves as $4\pi A/q^2+b$ at small $q$, its sum differs from its integral by
$$-\frac{AC}{L}-\frac b\Omega+\dots$$
A piece homogeneous of degree $d$ in $q$ has a transform falling as $R^{-3-d}$, which explains the powers. Odd pieces cancel between $G$ and $-G$. If $b$ depends on direction as a quadratic form in $q/|q|$, cubic symmetry leaves its angular average. A quartic dependence such as $(q_x^4+q_y^4+q_z^4)/q^4$, which the dielectric function of a cubic crystal can contain, still gives a term of order $1/\Omega$, but its coefficient is no longer the angular average.

## Lemma 2: Hartree–Fock

**Lemma 2.** $\Delta_{\rm HF}(L)=\Delta_{\rm HF}(\infty)-Ce^2/L+O(L^{-3})$, and each carrier contributes $-Ce^2/(2L)$.

**Proof.** With frozen orbitals, adding or removing an electron gives
$$E(N+1)-E(N)=\varepsilon_c+\tfrac12v_M,\qquad E(N)-E(N-1)=\varepsilon_v+\tfrac12v_M .$$
The constants cancel in the gap, which is $\varepsilon_c-\varepsilon_v$. The error must therefore come from the levels. The exchange part of a level $b=c,v$ with edge wave vector $k_b$ is
$$\varepsilon_b^x=-\frac1\Omega\sum_{G\ne0}v_G F_b(G),\qquad F_b(q)=\sum_{n\,\rm occ}\left|\langle b,k_b|e^{-iq\cdot r}|n,k_b+q\rangle\right|^2 .$$
At $q=0$ the overlap is one for an occupied state and zero for an empty one. After averaging over directions,
$$F_v=1-g_vq^2+\dots,\qquad F_c=g_cq^2+\dots$$
For the valence edge the summand is $-4\pi e^2/q^2+4\pi e^2g_v$, so $A=-e^2$ and $b=4\pi e^2g_v$. For the conduction edge $A=0$ and $b=-4\pi e^2g_c$. The corollary gives the shifts
$$\delta\varepsilon_v=+\frac{Ce^2}{L}-\frac{4\pi e^2g_v}{\Omega},\qquad
\delta\varepsilon_c=+\frac{4\pi e^2g_c}{\Omega}.$$
Subtraction yields
$$\delta\Delta=-\frac{Ce^2}{L}+\frac{4\pi e^2(g_c+g_v)}{\Omega}.\tag{1}$$

The changes of the orbitals remain. In the neutral crystal, the singular part of the exchange error raises all occupied states equally, so it does not mix them with empty ones. In a charged cell, the exchange field of the carrier mixes bands at distance $q$ from the edge. Its matrix element is of order $v_q/\Omega$ times an interband overlap of order $q$, hence of order $1/(\Omega q)$. The second-order energy is of order $\sum_q1/(\Omega^2q^2)\sim\Omega^{-1}\int d^3q/q^2$. The integral is finite at small $q$. By the corollary, the missing origin of this sum leaves a further term of order $L^{-4}$, which is small in the lattice model below and is left out of its fit. The carrier's Hartree field has the primitive period and is of order $1/\Omega$. It acts on a number of electrons proportional to $\Omega$, so its second-order energy is of order $\Omega\cdot\Omega^{-2}=1/\Omega$. Relaxation is therefore $O(L^{-3})$.

The electron's share is $\delta\varepsilon_c+v_M/2$, whose leading part is $-Ce^2/(2L)$. The hole's share is $-\delta\varepsilon_v-v_M/2$, or $-Ce^2/L+Ce^2/(2L)=-Ce^2/(2L)$. $\square$

**A lattice model.** Spinless electrons, one per cell, live on s-like sites A at the cube corners and p$_z$-like sites B at the cube centres. In units of $e^2/a$, the site levels are $\mp3$ and the hopping between like neighbours is $\pm0.2$ (upper signs for A). The A–B hopping is $\pm0.25$, with the sign set by whether A lies above or below B. The p$_z$ orbitals make the bands tetragonal rather than cubic. The supercell is still a cube, so the Hartree–Fock $1/L$ term is unaffected, and $g_c$ and $g_v$ enter through their averages over directions. An ion of charge $+e$ sits on each A site. All charges, ions included, interact by the periodic Coulomb potential, in which the divergent $1/r$ between charges on the same site is replaced by 2. The Hartree–Fock equations were solved self-consistently for $N-1$, $N$ and $N+1$ electrons, with the change made at $k=0$.

| $L/a$ | HF gap | HF gap $+\,Ce^2/L$ | local-functional gap |
|---|---|---|---|
| 8 | 5.2002 | 5.5548 | 4.0002 |
| 12 | 5.3179 | 5.5544 | 4.0021 |
| 16 | 5.3769 | 5.5543 | 4.0025 |

At $L/a=8$ the correction is $2.8373/8=0.3547$. A fit in powers $L^0,L^{-1},L^{-3},L^{-5}$, including also $L/a=10$ and 14, gives the slope $-2.8374\,e^2$ and the limit $5.5542\,e^2/a$.

The overlap term in (1) was examined separately, using the exchange energies of the orbitals of the hopping model alone. There $g_c=g_v=0.0257\,a^2$, so the formula gives $8\pi g=0.646\,a^2$ for the coefficient of $e^2/L^3$. The fit gives 0.649.

## Proof of the theorem: screening

A carrier at $r$ couples to the number-density fluctuations $\rho_q$ of the neutral crystal through $\pm\Omega^{-1}\sum_{q\ne0}v_q\rho_{-q}e^{iq\cdot r}$. The sign, for electron or hole, drops out in second order:
$$E^{(2)}=-\frac1{\Omega^2}\sum_{q\ne0}v_q^2\sum_n\frac{|\langle n|\rho_q|0\rangle|^2}{E_n+T_q}.\tag{2}$$
Here $E_n$ is an excitation energy of the crystal and $T_q$ is the recoil energy of the carrier. At an extremum $T_q\propto q^2$, while $E_n$ stays above a finite gap. The recoil therefore drops out of the leading term as $q\to0$.

The static density response is
$$\chi_q=-\frac2\Omega\sum_n\frac{|\langle n|\rho_q|0\rangle|^2}{E_n},\qquad \frac1{\epsilon(q)}=1+v_q\chi_q .$$
Inserting it in (2) without recoil gives
$$E^{(2)}\to\frac1{2\Omega}\sum_{q\ne0}v_q^2\chi_q=-\frac1{2\Omega}\sum_{q\ne0}v_q\left[1-\frac1{\epsilon(q)}\right].$$
The factor one half is the energy spent in polarizing the medium. The singular coefficient is $A=-\tfrac12e^2(1-1/\epsilon)$, so the finite-size shift is $+\tfrac12(1-1/\epsilon)Ce^2/L$. Adding the share from Lemma 2 gives, for each carrier,
$$-\frac{Ce^2}{2L}+\frac{Ce^2}{2L}\left(1-\frac1\epsilon\right)=-\frac{Ce^2}{2\epsilon L}.$$
The two carriers together give $-Ce^2/(\epsilon L)$. $\square$

**The same result from levels.** In the static screened-exchange approximation, the valence level is shifted by screened exchange, by the Coulomb hole (the polarization energy above) and by the constant $v_M/2$:
$$\frac{Ce^2}{L}\left[\frac1\epsilon+\frac12\left(1-\frac1\epsilon\right)-\frac12\right]=+\frac{Ce^2}{2\epsilon L}.$$
The empty level lacks the first term and moves by $-Ce^2/(2\epsilon L)$. The edges approach each other symmetrically.

**A polarizable lattice.** A static charge was placed at the cube centre of a lattice of atoms with polarizability $0.1313\,a^3$. Charges and dipoles were Gaussians of width $0.15\,a$, and the linear equations for the dipoles were solved. The response to a uniform field gives $\epsilon=4.664$, so the predicted slope per carrier is $-2.8373/(2\times4.664)=-0.3042\,e^2$. A fit with the same powers as before gives $-0.3055$ for $L/a=8$ to 14 and $-0.3130$ for $L/a=4$ to 10. The deviations are 0.4% and 3% of the prediction. The larger one comes from the smallest cells. They contain a further contribution that shrinks roughly fourfold each time $L$ grows by $a$. Such an exponential decay is not captured by a few powers of $1/L$, so the slope must be taken from the larger cells.

**Limits and failure.** For $\epsilon\to1$ the Hartree–Fock law returns. A large $\epsilon$ weakens the error, but in a metal the finite excitation gap used in (2) is lost and the proof fails. In a polar crystal, ions that relax around the carrier add to the screening, and $\epsilon$ is no longer the clamped-ion constant. If the carrier traps itself, assumption 2 fails.

## Why a semilocal functional has no such term

**Proposition.** For Bloch carriers in a symmetry-preserving semilocal calculation, $\Delta(L)=\varepsilon_c-\varepsilon_v+O(L^{-3})$.

**Proof.** The added density $|\phi|^2$ has the primitive period, and its mean is cancelled by the background. Its Hartree energy therefore contains only the nonzero reciprocal vectors of the primitive cell. These do not shrink as $L$ grows, so the small-$q$ part of $1/q^2$ is never sampled. Let $K_{bb}$ be the Hartree plus exchange-correlation kernel taken between $|\phi_b|^2$ and itself. Expansion to second order gives
$$E(N+1)-E(N)=\varepsilon_c+\tfrac12K_{cc},\qquad E(N)-E(N-1)=\varepsilon_v-\tfrac12K_{vv},$$
$$\Delta(L)=\varepsilon_c-\varepsilon_v+\tfrac12(K_{cc}+K_{vv}).$$
Each $|\phi|^2$ is of order $1/\Omega$. Two such factors, integrated over a volume $\Omega$ with a kernel that does not grow with $L$, give $K_{bb}\propto1/\Omega$. Relaxation changes the periodic density by order $1/\Omega$ throughout the cell, and its energy is again $O(1/\Omega)$. The levels of the neutral insulator converge exponentially with the mesh. $\square$

In the lattice model, exchange was replaced by the local energy $-0.74(n+0.3)^{4/3}e^2/a$ per site, where $n$ is the site occupation. The fitted $1/L$ slope is $6\times10^{-6}e^2$. With frozen orbitals at $L/a=8$, the total energies differ from the level gap by $-2.603\times10^{-3}e^2/a$, and the kernel formula gives $-2.604\times10^{-3}e^2/a$.

Fast convergence is not accuracy: the limit is the Kohn–Sham gap of the functional, which in general differs from the fundamental gap. A global hybrid with a fraction $x$ of unscreened exchange has the term $-xCe^2/L$, because (1) is linear in the exchange energy. A localized charge has the Hartree image term $-Ce^2/(2L)$, reduced by polarization, in a semilocal calculation too.

## Silicon-like supercells

Take as model inputs $a=0.543$ nm for the conventional cube of eight atoms and $\epsilon=11.7$, chosen to resemble silicon. With $e^2=1.43997$ eV nm, $\alpha=2.8373\times1.43997=4.0856$ eV nm. For 64 atoms, $L=2a=1.086$ nm and
$$-\frac{\alpha}{\epsilon L}=-\frac{4.0856}{11.7\times1.086}\ \text{eV}=-0.32\ \text{eV}.$$
Each carrier supplies half of this. The same leading term is $-0.21$ eV for 216 atoms and $-0.16$ eV for 512. For 8 atoms it is $-0.64$ eV, but there the separate contributions of order $1/L^3$ can be just as large, so it is not a reliable estimate of the whole error. To bring the leading term down to 0.05 eV would take $L=7.0$ nm, or about 17,000 atoms, so correction or extrapolation is more practical than a larger cell.

The next order can be sized. Let the screening factor be $1-1/\epsilon(q)=(1-1/\epsilon)/(1+q^2/\kappa^2)$ and let one excitation energy $\hbar\omega_0$ stand for all $E_n$. Expanding (2) to the next power of $q^2$ and applying the corollary gives, per carrier,
$$-\frac{2\pi e^2}{\Omega}\left(1-\frac1\epsilon\right)\left[\frac1{\kappa^2}+\frac{\hbar^2}{2\hbar\omega_0}\left\langle\frac1{m^*}\right\rangle\right],\tag{3}$$
where the bracket averages the inverse mass over directions. I take $\kappa^2=q_{TF}^2/(1-1/\epsilon)$, with $q_{TF}$ the Thomas–Fermi wave number of the valence density $200$ nm$^{-3}$. I also take $\hbar\omega_0=16.6\ \text{eV}/\sqrt{1-1/\epsilon}$, where 16.6 eV is the plasmon energy of that density. The rough masses are 0.92 and 0.19 (longitudinal and transverse) for the electron and 0.40 for the hole, in units of $m$. The hole value is a model input that is too heavy for silicon. There the valence top is threefold degenerate and the averaged inverse mass is about $4.3/m$ rather than $2.5/m$, which would change the recoil and overlap figures below to about $-0.12$ and $+0.09$ eV. For the electron at $L=2.172$ nm, an explicit sum minus integral leaves $-0.00864$ eV beyond the $1/L$ term, and (3) gives $-0.00856$ eV.

For 64 atoms, dispersion of the screening contributes $-0.03$ eV to the gap and recoil $-0.09$ eV. The overlap term of (1), with $e^2$ replaced by $e^2/\epsilon$, contributes about $+0.07$ eV. Its $g$ comes from a two-band estimate, $g=(\hbar^2/2E)\langle1/m^*\mp1/m\rangle$ for electron and hole, with a rough interband energy $E=4$ eV. The sum is $-0.04$ eV, but it rests on cancellation between rough terms. Static screening of the overlap term is itself a rough choice, because $E$ is not negligible beside $\hbar\omega_0$. In a self-energy built from the same single mode, keeping $E$ in the interband denominators adds $+2\pi e^2(1-1/\epsilon)(g_c+g_v)E/[(E+\hbar\omega_0)\Omega]$. This is another $+0.07$ eV and turns the sum into $+0.03$ eV. The sum therefore indicates only a size of a few hundredths of an eV, and its sign is not settled. Combining two cells as $2\Delta(2L)-\Delta(L)$ removes the $1/L$ term and turns a remainder $b/L^3$ into $(2/8-1)b/L^3=-\tfrac34b/L^3$, which would be 0.02 to 0.03 eV in size if either rough sum above were taken at face value. For comparison, the exchange part of the semilocal term $\tfrac12(K_{cc}+K_{vv})$ is only about $-0.01$ eV, if the carriers are spread uniformly and the local kernel without spin polarization is taken at the mean valence density. The Hartree part and relaxation are not included in this figure.

Real silicon has a gap of roughly 1.1 eV, so the 64-atom error is a sizeable part of it. Its nuclei also move, unlike those of the model. With a rough zero-point shift of 0.06 eV and a phonon energy of 0.045 eV, the estimate $-0.06\coth(0.045\ \text{eV}/2k_BT)$ eV lowers the gap by about 0.09 eV at 300 K, relative to clamped nuclei. This is a low estimate for real silicon: the formula gives a fall of only about 0.03 eV between 0 and 300 K, while the measured gap falls by about 0.05 eV. The twist matters as well. The conduction edge lies near 0.85 of the way from the zone centre to the zone boundary along a cube axis. Without a twist, the nearest point of the 64-atom mesh is the boundary, which costs about 0.12 eV in a parabolic band. A 5% larger $\epsilon$ changes the correction by 0.015 eV. For this cell, then, a wrong twist or neglected lattice motion matters more than a few per cent in $\epsilon$.
